# Rashba parameter from the energy and momentum offsets of a surface band

## Problem

A bismuth layer on Si(111) carries a surface band split in two by spin–orbit coupling. Along a straight cut through the surface Brillouin zone the two branches cross at a time-reversal-invariant point, and the upper branch has a maximum on each side of that point. Take the following inputs, chosen to have the rough size found for such a layer:

- momentum offset $k_0=0.126$ Å$^{-1}$, measured from the crossing to one maximum;
- Rashba energy $E_R=0.14$ eV, measured from the crossing energy to the energy of the maximum.

Find the Rashba parameter $\alpha$, defined so that the spin splitting close to the crossing is $2\alpha k$, with $k$ the distance from the crossing. Then decide how far the answer depends on the assumed shape of the band, given that the effective mass read from the curvature at the maximum is roughly $0.7\,m_e$.

The model is a parabolic band with a linear Rashba term,

$$
H=(E_c+sAk^2)\,I+\alpha\,(k_x\sigma_y-k_y\sigma_x),\qquad A=\frac{\hbar^2}{2m^*}.
$$

Here $\mathbf k$ is measured from the crossing, $k=|\mathbf k|$, $E_c$ is the crossing energy, and $I$ is the unit matrix in spin space. Both $m^*$ and $\alpha$ are taken positive. The sign $s=+1$ describes an electron-like band with minima, and $s=-1$ a hole-like band with maxima, as here.

## First estimate by scaling

The offset $E_c$ shifts both branches equally and cannot affect $\alpha$. Two parameters remain, $A$ and $\alpha$, and two data, $E_R$ and $k_0$. Since $\alpha k$ is an energy, $\alpha$ has the dimension of energy divided by wave number. The one combination of the data with this dimension, up to a pure number $C$, gives

$$
\alpha=C\,\frac{E_R}{k_0}.
$$

With $C$ set to one,

$$
\alpha\sim\frac{0.14\ \text{eV}}{0.126\ \text{Å}^{-1}}=1.11\ \text{eV Å}.
$$

Scaling fixes the form of the law within this model, but not $C$.

## Exact solution of the model

**The two branches.** Write the spin operator as $S=k_x\sigma_y-k_y\sigma_x$. Its square is

$$
S^2=k_x^2\sigma_y^2+k_y^2\sigma_x^2-k_xk_y(\sigma_y\sigma_x+\sigma_x\sigma_y)=k^2 I,
$$

because each Pauli matrix squares to $I$ and two different ones anticommute. The eigenvalues of $S$ therefore have magnitude $k$. Its trace is zero, so they are $+k$ and $-k$, and

$$
E_\pm(k)=E_c+sAk^2\pm\alpha k .
$$

The same operator can be written $S=k\,\mathbf n\cdot\boldsymbol\sigma$ with $\mathbf n=(-k_y,k_x,0)/k$. The spin thus points along $\pm\mathbf n$, perpendicular to $\mathbf k$, and on a given branch it reverses when $\mathbf k$ does. The perpendicular spin is a property of this isotropic model. At a crossing of low symmetry such as $\bar M$, a single mirror line allows different coefficients for $k_x\sigma_y$ and $k_y\sigma_x$ and also a $\sigma_z$ term, so the spin need not be perpendicular to $\mathbf k$; the $\alpha$ extracted below is then the splitting slope along the measured cut only.

**The extremum.** To treat minima and maxima together, use $\varepsilon=s(E-E_c)$. Multiplying by $s$ may exchange the labels of the branches, but the pair of values is $Ak^2\pm\alpha k$ in both cases. The displaced extremum belongs to the lower value,

$$
\varepsilon(k)=Ak^2-\alpha k,\qquad k>0 .
$$

For $s=-1$ a minimum of $\varepsilon$ is a maximum of $E$. Setting the derivative to zero gives

$$
2Ak_0-\alpha=0\quad\Rightarrow\quad k_0=\frac{\alpha}{2A}=\frac{m^*\alpha}{\hbar^2}.
$$

The second derivative, $2A>0$, confirms a minimum of $\varepsilon$. Since $\varepsilon(0)=0$, the Rashba energy is

$$
E_R=-\varepsilon(k_0)=\alpha k_0-Ak_0^2 .
$$

Inserting $\alpha=2Ak_0$ gives $E_R=2Ak_0^2-Ak_0^2=Ak_0^2$, so $A=E_R/k_0^2$. Putting this back into $\alpha=2Ak_0$ yields

$$
\boxed{\alpha=\frac{2E_R}{k_0}}
$$

The sign $s$ has dropped out. Numerically,

$$
\alpha=\frac{2\times0.14\ \text{eV}}{0.126\ \text{Å}^{-1}}=2.22\ \text{eV Å}=0.222\ \text{eV nm}.
$$

**What else the model predicts.** The same two data fix the mass. With $\hbar^2/m_e=7.62$ eV Å$^2$,

$$
A=\frac{0.14}{0.126^2}=8.82\ \text{eV Å}^2,\qquad
\frac{m^*}{m_e}=\frac{7.62}{2\times8.82}=0.43 .
$$

The energy difference between the branches at $k_0$ is

$$
\Delta(k_0)=2\alpha k_0=4E_R=0.56\ \text{eV}.
$$

**Reading errors.** From $\ln\alpha=\ln2+\ln E_R-\ln k_0$, small independent errors combine as

$$
\left(\frac{\delta\alpha}{\alpha}\right)^2=\left(\frac{\delta E_R}{E_R}\right)^2+\left(\frac{\delta k_0}{k_0}\right)^2 .
$$

Assumed errors of 0.01 eV and 0.01 Å$^{-1}$ are 7.1% and 7.9% of the respective data. Together they give $\delta\alpha=0.24$ eV Å, so the result is $2.2\pm0.2$ eV Å within the model.

## Comparison of the estimate and the solution

The scaling estimate is half the exact model result, so $C=2$. The reason lies in the slope of the branch. Using $2A=\alpha/k_0$,

$$
\frac{d\varepsilon}{dk}=2Ak-\alpha=-\alpha\left(1-\frac{k}{k_0}\right).
$$

Its magnitude falls linearly from $\alpha$ at the crossing to zero at the extremum, and its mean over that interval is $\alpha/2$. The quotient $E_R/k_0$ is this mean slope, whereas the Rashba parameter is the initial slope. The definition of $k_0$ matters equally: inserting the full separation of the two maxima, $2k_0$, would also halve the result.

If $\alpha$ is reduced at fixed mass, $k_0$ falls in proportion to $\alpha$ and $E_R=\alpha^2/(4A)$ falls as its square. Their ratio still gives $\alpha$, but fixed reading errors then become larger relative to the data. In the opposite direction, a large $\alpha$ or a heavy mass moves $k_0$ outward until the expansion about the crossing fails.

## When the band is not parabolic

The model predicts a mass of $0.43\,m_e$, while the curvature at the maximum corresponds to roughly $0.7\,m_e$. Three data now constrain two parameters, and they disagree: with the assumed reading errors the predicted mass is $0.43\pm0.08\,m_e$, so the gap is about 3.5 standard deviations, or about 2 if the curvature mass is itself uncertain by $0.1\,m_e$. Let $m_c$ be the curvature mass and define

$$
D=\frac{\hbar^2k_0^2}{m_c}=\frac{7.62\times0.126^2}{0.7}\ \text{eV}=0.173\ \text{eV}.
$$

For the parabolic model $D=2Ak_0^2=2E_R=0.28$ eV. Using $k_0$ and $m_c$ while ignoring $E_R$ would give

$$
\alpha=\frac{\hbar^2k_0}{m_c}=1.37\ \text{eV Å},
$$

which is 38% below 2.22 eV Å. It would also imply a Rashba energy $D/2=0.086$ eV instead of 0.14 eV.

An additional term can accommodate all three data. Two choices show how much the slope at the crossing then changes.

**Cubic spin term.** Let $\varepsilon=Ak^2-\alpha k-\gamma k^3$, and abbreviate $a=Ak_0^2$, $b=\alpha k_0$, $g=\gamma k_0^3$. The depth, the zero slope and the curvature at $k_0$ require

$$
a-b-g=-E_R,\qquad 2a-b-3g=0,\qquad 2a-6g=D .
$$

Subtracting the first equation from the second gives $a-2g=E_R$. Twice this, minus the third, gives $2g=2E_R-D$. Hence $g=E_R-D/2$ and $a=E_R+2g=3E_R-D$. The second equation then gives $b=2a-3g=3E_R-D/2$, so

$$
\alpha=\frac{3E_R-D/2}{k_0}=2.65\ \text{eV Å}.
$$

The splitting at $k_0$ is $2(b+g)=8E_R-2D=0.77$ eV.

**Spin-independent quartic term.** Let $\varepsilon=Ak^2-\alpha k+Qk^4$, with $q=Qk_0^4$. The conditions are now

$$
a-b+q=-E_R,\qquad 2a-b+4q=0,\qquad 2a+12q=D .
$$

Subtracting the first from the second gives $a+3q=E_R$. Subtracting twice this from the third gives $6q=D-2E_R$. Therefore $a=E_R-3q=2E_R-D/2$, and

$$
b=2a+4q=4E_R-D+\frac{2}{3}(D-2E_R)=\frac{8E_R-D}{3}.
$$

The slope at the crossing is

$$
\alpha=\frac{8E_R-D}{3k_0}=2.51\ \text{eV Å},
$$

and the splitting at $k_0$ is $2b=0.63$ eV.

Both formulas return $2E_R/k_0$ when $D=2E_R$. For the present numbers they exceed the parabolic result by 19% and 13%. The curvature mass has introduced a new dimensionless ratio, $D/E_R$, so $C$ is no longer a universal number: it is 2.38 in the cubic case and 2.26 in the quartic case. These two bands are trial shapes, and their results do not bound $\alpha$. They are also local expansions: the branch with the displaced maximum turns over again at 0.26 Å$^{-1}$ in the cubic case and at 0.21 Å$^{-1}$ in the quartic case, and neither expansion should be used near or beyond that momentum.

If both branches can be resolved close to the crossing, their splitting $\Delta(k)$ gives a more direct determination,

$$
\alpha=\lim_{k\to0}\frac{\Delta(k)}{2k}.
$$

Spin-independent terms cancel in $\Delta$, and a cubic spin term contributes $\gamma k^2$ to the quotient, which vanishes in the limit. The splitting at $k_0$ is useful too, since the three band shapes considered here predict 0.56, 0.63 and 0.77 eV.

## Lattice periodicity and direction of the cut

A parabola also ignores the periodicity of the surface. For a cut along $\bar\Gamma\bar M$, the simplest periodic replacement is

$$
\varepsilon(k)=\frac{2A}{d^2}(1-\cos kd)-\frac{\alpha}{d}\sin kd .
$$

Write $R=2A/d^2$, $P=\alpha/d$ and $\theta=k_0d$. Zero slope requires $R\sin\theta=P\cos\theta$, or $R=P\cot\theta$. The depth follows as

$$
E_R=-R+R\cos\theta+P\sin\theta
=P\,\frac{-\cos\theta+\cos^2\theta+\sin^2\theta}{\sin\theta}
=P\,\frac{1-\cos\theta}{\sin\theta}=P\tan\frac{\theta}{2},
$$

and therefore

$$
\alpha=E_Rd\cot\frac{k_0d}{2}.
$$

For $k_0d\ll1$ the cotangent tends to $2/(k_0d)$, and the parabolic result returns. The $\sqrt3\times\sqrt3$ surface cell on silicon has a lattice constant of 6.65 Å and a row spacing $d=5.76$ Å. The offset $k_0$ is then 23% of the $\bar\Gamma\bar M$ distance, and $\alpha=2.12$ eV Å, a reduction of 4.4%. The curvature mass of this periodic band is $0.41\,m_e$, so this single-harmonic correction does not explain the value near $0.7\,m_e$; it moves slightly the other way. Further harmonics can change both the mass and $\alpha$.

The extraction also refers to the measured direction. Suppose that the perpendicular direction has the same $\alpha$ but twice the mass, so that $A$ is halved. In the parabolic model, where $k_0=\alpha/(2A)$ and $E_R=\alpha^2/(4A)$, both data double, to 0.252 Å$^{-1}$ and 0.28 eV, and their ratio again gives the same $\alpha$. If $\alpha$ itself differs between the two directions, each cut returns its own value. This matters for a crossing at $\bar M$, where the direction towards $\bar\Gamma$ and the direction along the zone edge are not equivalent by symmetry. Along that edge, however, $\bar K$ lies only 0.315 Å$^{-1}$ from $\bar M$. An offset of 0.252 Å$^{-1}$ would be 80% of this distance, too far out for the parabolic formula to be relied on. The doubled mass is only an illustration. In a nearest-neighbour triangular lattice, which gives the single-harmonic band above along $\bar\Gamma\bar M$, the mass at $\bar M$ along the zone edge has the opposite sign and three times the magnitude, and $\alpha$ along the edge is one third as large, 0.71 eV Å.

## Meaning for bismuth on Si(111)

The inputs were chosen to have the rough size found for the $\sqrt3\times\sqrt3$ bismuth layer, and the errors assigned to them are assumptions. Within the parabolic model, replacing $E_R$ by the curvature mass as an input changes the extracted parameter from 2.2 to 1.4 eV Å, a larger shift than the assumed reading errors or the single-harmonic periodicity correction; this shows how poorly one parabola fits all three data. The two trial shapes that match all three data move $\alpha$ the other way, to 2.51 and 2.65 eV Å, and the same reading errors leave these values uncertain by about 0.35 and 0.40 eV Å. The value 2.2 eV Å is therefore the parameter of the parabola that reproduces $E_R$ and $k_0$; it is not a shape-independent measurement of the slope at the crossing. At 300 K the thermal energy is 0.026 eV, so $E_R$ is about 5.4 times larger. This compares energy scales and does not estimate the measured linewidth. The numerical output lists the values for each band shape.

## Numbers as computed

```
Input Rashba energy E_R = 0.140 eV
Input momentum offset k0 = 0.126 1/angstrom
hbar^2/m_e = 7.6200 eV angstrom^2
Mean slope E_R/k0 = 1.111 eV angstrom
Rashba parameter alpha = 2.222 eV angstrom
Rashba parameter alpha = 0.2222 eV nm
Mass implied by parabolic model = 0.432 m_e
A = hbar^2/(2 m*) = 8.818 eV angstrom^2
k0 from diagonalized band = 0.12600 1/angstrom
E_R from diagonalized band = 0.14000 eV
Splitting at k0, parabolic model = 0.560 eV
Assumed error of E_R = 0.010 eV
Assumed error of k0 = 0.010 1/angstrom
Propagated error of alpha = 0.237 eV angstrom
Sampled error of alpha = 0.242 eV angstrom
Rough curvature mass, input = 0.7 m_e
D = hbar^2 k0^2/m_c = 0.1728 eV
alpha from k0 and curvature mass = 1.372 eV angstrom
E_R from k0 and curvature mass = 0.0864 eV
Crossing slope, cubic spin term = 2.648 eV angstrom
Cubic coefficient gamma = 26.79 eV angstrom^3
Splitting at k0, cubic spin term = 0.774 eV
Turnover, cubic spin term = 0.261 1/angstrom
Crossing slope, quartic term = 2.506 eV angstrom
Quartic coefficient Q = -70.87 eV angstrom^4
Splitting at k0, quartic term = 0.631 eV
Turnover, quartic term = 0.209 1/angstrom
Silicon lattice parameter = 5.4310 angstrom
Root-3 surface lattice constant = 6.652 angstrom
Row spacing d = 5.760 angstrom
Gamma-M distance = 0.545 1/angstrom
k0 / Gamma-M distance = 0.231
alpha, periodic band = 2.124 eV angstrom
Change due to periodicity = -4.4 %
Curvature mass, periodic band = 0.413 m_e
Assumed mass ratio, perpendicular cut = 2.0
k0, perpendicular cut, same alpha = 0.252 1/angstrom
E_R, perpendicular cut, same alpha = 0.280 eV
Temperature = 300 K
Thermal energy = 0.0259 eV
E_R / thermal energy = 5.42
```
